\section*{Depth variance of a tilted ion implant, with an arsenic example, part 2}

A narrow ion beam enters a flat, amorphous, isotropic solid at the origin, and the ions stop in a cloud below the surface. The problem is how tilting the beam affects the depth profile. The tilt $\theta$ is the angle between the beam and the inward surface normal, with $0\le\theta<90^\circ$. A stopping point has coordinates $s$ along the beam, $u$ across it in the plane of incidence (the plane containing beam and normal), and $v$ across it at right angles to that plane. In wafer axes, $z$ is the depth, positive into the wafer, and $x$ runs along the surface in the plane of incidence, positive towards the side to which the beam travels:
\begin{align}
x&=s\sin\theta+u\cos\theta, \label{x}\\
z&=s\cos\theta-u\sin\theta. \label{z}
\end{align}
The inverse relations are
\begin{equation}
s=x\sin\theta+z\cos\theta,\qquad u=x\cos\theta-z\sin\theta .
\label{inv}
\end{equation}

The cloud has mean range $R_p$ along the beam, longitudinal straggle $\sigma_p$ and transverse straggle $\sigma_t$ (each a standard deviation along one axis), and no covariance between $s$ and $u$. It is assumed to turn rigidly with the beam, and the solid is treated as if it also filled the space above the surface, so that no ion escapes.

Averaging over the ions gave $\langle x\rangle=R_p\sin\theta$, $\langle z\rangle=R_p\cos\theta$, the variances $\sigma_z^2=\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta$ and $\sigma_x^2=\sigma_p^2\sin^2\theta+\sigma_t^2\cos^2\theta$, and the covariance of $x$ and $z$, $K=(\sigma_p^2-\sigma_t^2)\sin\theta\cos\theta$. For small tilts, with $\theta$ in radians,
\begin{equation}
\sigma_z\approx\sigma_p-\frac{\sigma_p^2-\sigma_t^2}{2\sigma_p}\,\theta^2 .
\label{small}
\end{equation}

The computed values at the end also list two earlier checks. One is a cloud in which $s$ and $u$ have a correlation coefficient of $0.3$, which changes the depth variance. The other is a random-flight simulation of $200\,000$ particles, each making 12 straight flights with small random bends between them, which tested the formula for $\sigma_z^2$ without assuming a Gaussian cloud.

\subsection*{(e) Shape of the depth distribution}

Now let the cloud be Gaussian. Find the probability density $p(z)$ of the depth by integrating over $x$.

\paragraph{Solution.} The coordinate $v$ does not affect the depth and integrates to one. The remaining density is
\begin{equation}
f=\frac{1}{2\pi\sigma_p\sigma_t}\,e^{-Q/2},\qquad
Q=\frac{(s-R_p)^2}{\sigma_p^2}+\frac{u^2}{\sigma_t^2}.
\end{equation}
The determinant of the transformation (\ref{inv}) is $-\sin^2\theta-\cos^2\theta=-1$. Its magnitude is one, so areas are preserved and $f$ is also the density in $x$ and $z$.

Measure positions from the mean: $X=x-R_p\sin\theta$ and $Z=z-R_p\cos\theta$. Inserting these in (\ref{inv}) gives
\begin{equation}
s-R_p=X\sin\theta+Z\cos\theta,\qquad u=X\cos\theta-Z\sin\theta ,
\end{equation}
since $R_p(\sin^2\theta+\cos^2\theta)=R_p$ in the first relation and the two terms with $R_p$ cancel in the second. Expanding the squares, $Q=AX^2+2BXZ+DZ^2$ with
\begin{align}
A&=\frac{\sin^2\theta}{\sigma_p^2}+\frac{\cos^2\theta}{\sigma_t^2}
=\frac{\sigma_t^2\sin^2\theta+\sigma_p^2\cos^2\theta}{\sigma_p^2\sigma_t^2}
=\frac{\sigma_z^2}{\sigma_p^2\sigma_t^2},\\
B&=\sin\theta\cos\theta\left(\frac1{\sigma_p^2}-\frac1{\sigma_t^2}\right)
=-\frac{K}{\sigma_p^2\sigma_t^2},\\
D&=\frac{\cos^2\theta}{\sigma_p^2}+\frac{\sin^2\theta}{\sigma_t^2}.
\end{align}
Completing the square in $X$ gives
\begin{equation}
Q=A\left(X+\frac BA Z\right)^2+\frac{AD-B^2}{A}\,Z^2 .
\end{equation}
The numerator of the last term follows from the two products
\begin{align}
AD&=\sin^2\theta\cos^2\theta\left(\frac1{\sigma_p^4}+\frac1{\sigma_t^4}\right)
+\frac{\sin^4\theta+\cos^4\theta}{\sigma_p^2\sigma_t^2},\\
B^2&=\sin^2\theta\cos^2\theta\left(\frac1{\sigma_p^4}+\frac1{\sigma_t^4}
-\frac{2}{\sigma_p^2\sigma_t^2}\right).
\end{align}
On subtraction the fourth powers of the straggles cancel:
\begin{equation}
AD-B^2=\frac{(\sin^2\theta+\cos^2\theta)^2}{\sigma_p^2\sigma_t^2}
=\frac1{\sigma_p^2\sigma_t^2}.
\end{equation}
Dividing by $A$ gives $(AD-B^2)/A=1/\sigma_z^2$. With $B/A=-K/\sigma_z^2$,
\begin{equation}
Q=\frac{(X-KZ/\sigma_z^2)^2}{\tau^2}+\frac{Z^2}{\sigma_z^2},\qquad
\tau=\frac1{\sqrt A}=\frac{\sigma_p\sigma_t}{\sigma_z}.
\label{Q}
\end{equation}
The integral over $X$ of the first Gaussian factor is $\sqrt{2\pi}\,\tau$; the shift of its centre does not matter. Therefore
\begin{equation}
p(z)=\frac{\sqrt{2\pi}\,\tau}{2\pi\sigma_p\sigma_t}\,e^{-Z^2/2\sigma_z^2}
=\frac{1}{\sqrt{2\pi}\,\sigma_z}
\exp\left[-\frac{(z-R_p\cos\theta)^2}{2\sigma_z^2}\right].
\label{p}
\end{equation}
The depth is Gaussian, with the variance found earlier by averaging. Equation (\ref{Q}) also says that ions at a given depth are centred on $X=KZ/\sigma_z^2$ and have a lateral straggle $\tau$.

\subsection*{(f) Concentration under a broad beam}

A uniform beam delivers $F$ ions per unit area normal to itself. Find the dose per unit area of wafer and the concentration $N(z)$ far from any mask edge.

\paragraph{Solution.} A ray at transverse position $u$ meets the surface where $z=s\cos\theta-u\sin\theta=0$, that is, at $s=u\tan\theta$. The landing point is
\begin{equation}
x=s\sin\theta+u\cos\theta=u\,\frac{\sin^2\theta+\cos^2\theta}{\cos\theta}
=\frac{u}{\cos\theta}.
\end{equation}
A beam of width $w$ thus covers a length $w/\cos\theta$ of surface, while the width along $v$ is unchanged. The dose per wafer area is $F\cos\theta$.

Each entry point $x_0$ produces the same cloud, shifted by $x_0$. Adding the clouds of all entry points amounts to integrating the density over $x-x_0$, which was done in part (e). Hence
\begin{equation}
N(z)=\frac{F\cos\theta}{\sqrt{2\pi}\,\sigma_z}
\exp\left[-\frac{(z-R_p\cos\theta)^2}{2\sigma_z^2}\right].
\label{N}
\end{equation}
The lateral spread has dropped out because ions that leave one place sideways are replaced by ions from its neighbours. The transverse straggle nevertheless remains in $\sigma_z$, since for a tilted beam it has a component in depth.

\subsection*{(g) Numbers for an arsenic implant}

Take $R_p=70$~nm, $\sigma_p=25$~nm, $\sigma_t=18$~nm, $\theta=30^\circ$ and $F=2\times10^{13}$~cm$^{-2}$. The lengths are rough values for arsenic near 100~keV in silicon made amorphous beforehand. Find the depth profile and compare it with other tilts.

\paragraph{Solution.} The mean depth is $70\cos30^\circ=60.6$~nm. The variance is
\begin{equation}
\sigma_z^2=625\times0.75+324\times0.25=468.75+81.00=549.75\ \mathrm{nm}^2 ,
\end{equation}
so $\sigma_z=23.4$~nm. Projecting the longitudinal straggle alone would give $25\cos30^\circ=21.7$~nm, about $8\%$ below the full value. The lateral straggle is $\sigma_x=\sqrt{625\times0.25+324\times0.75}=20.0$~nm.

The wafer dose is $2\times10^{13}\cos30^\circ=1.73\times10^{13}$~cm$^{-2}$. With $\sigma_z=23.45\times10^{-7}$~cm, the peak concentration is
\begin{equation}
N_{\max}=\frac{1.732\times10^{13}}{2.507\times23.45\times10^{-7}}
=2.95\times10^{18}\ \mathrm{cm}^{-3}.
\end{equation}
At zero tilt and the same $F$ it would be $3.19\times10^{18}$~cm$^{-3}$. The peak falls with tilt because the loss of wafer dose, a factor $0.866$, outweighs the narrowing of the profile, a factor $25/23.45=1.07$. If the wafer dose were held fixed instead, the narrowing alone would act and the peak would rise by about $7\%$.

For the same cloud at other tilts:
\begin{center}
\begin{tabular}{ccc}
Tilt & Mean depth (nm) & $\sigma_z$ (nm)\\
$0^\circ$ & 70.0 & 25.0\\
$7^\circ$ & 69.5 & 24.9\\
$30^\circ$ & 60.6 & 23.4\\
$45^\circ$ & 49.5 & 21.8\\
$60^\circ$ & 35.0 & 20.0
\end{tabular}
\end{center}
At $7^\circ$ the width has changed by $0.1$~nm, as the small-tilt formula (\ref{small}) leads one to expect. At $60^\circ$ the mean depth is only $1.75$ straggles, against $2.59$ at $30^\circ$, and neglecting the surface is correspondingly less safe.

\subsection*{(h) What the model leaves out}

Estimate, for the implant of part (g), the effects of the surface, a skewed profile, the angular spread of the beam, diffusion during annealing, and channelling. Then consider the edge of a transistor gate.

\paragraph{Solution.} \emph{Surface.} The fraction of the Gaussian (\ref{p}) at $z<0$ is $0.49\%$. If the Gaussian is taken literally, ions assigned to that region have left the wafer, and the part below the surface has a straggle of $23.0$~nm, $2\%$ less than $\sigma_z$. Within this cloud model $0.49\%$ is a lower bound on the loss, because an ion that crosses the surface and is later counted inside would also have escaped. It is not a bound for a real implant. A profile skewed towards greater depth can have a thinner tail towards the surface than the Gaussian: the one considered next has only $0.07\%$ of its ions at $z<0$. The actual loss can therefore be far smaller.

\emph{Skewness.} The Gaussian falls to $10^{17}$~cm$^{-3}$ at
\begin{equation}
z=60.6+23.45\sqrt{2\ln\frac{2.947\times10^{18}}{10^{17}}}=121.6\ \mathrm{nm}.
\end{equation}
A Pearson type III profile (a shifted gamma distribution) with the same dose, mean and variance, and an assumed skewness of $0.4$, reaches that level at $126.9$~nm, about 5~nm deeper. At three straggles beyond the mean, $131$~nm, its density is $2.2$ times the Gaussian one. A correct variance therefore does not guarantee a correct tail.

\emph{Beam spread.} A small change $\alpha$ of the tilt moves the mean depth by $-R_p\alpha\sin\theta$. For an assumed rms spread of $1^\circ=0.01745$~rad in the plane of incidence, this is $70\times0.5\times0.01745=0.6$~nm. Added as a variance, it changes $\sigma_z$ by less than $0.01$~nm, and a full average over the tilt agrees.

\emph{Diffusion.} Let $n(z,t)$ obey $\partial n/\partial t=D\,\partial^2n/\partial z^2$ with constant $D$, be normalized to one and vanish far away. Measure $z$ from the mean, which stays fixed because $\int z\,n''\,dz=-\int n'\,dz=0$. Two integrations by parts give
\begin{equation}
\frac{d}{dt}\int z^2 n\,dz=D\int z^2\frac{\partial^2n}{\partial z^2}\,dz
=2D\int n\,dz=2D ,
\end{equation}
so an anneal of duration $t$ adds $2Dt$ to the variance. With the rough assumed values $D=10^{-14}$~cm$^2$/s $=1$~nm$^2$/s (about the intrinsic diffusivity of arsenic near $1050^\circ$C; it changes by a factor of three to four per $50^\circ$C) and $t=10$~s, $2Dt=20$~nm$^2$, and the straggle becomes $\sqrt{549.75+20}=23.9$~nm. Implantation damage can raise $D$ for a time; an average increase by a factor of about $27.5$ would be needed for diffusion to double the variance.

\emph{Channelling.} If the silicon were crystalline, some ions could run along open channels and stop much deeper. Let a fraction $q$ have its mean deeper by $\Delta$, with the same straggle $\sigma_z$. The common mean shifts by $q\Delta$, so the two groups lie $q\Delta$ and $(1-q)\Delta$ from it. Their separation adds
\begin{equation}
(1-q)(q\Delta)^2+q(1-q)^2\Delta^2=q(1-q)\Delta^2
\end{equation}
to the variance. For an assumed $q=0.05$ and $\Delta=60.6$~nm, which puts the mean of the channelled ions at twice the mean depth of the others, the straggle is $26.9$~nm, $15\%$ above $\sigma_z$. With the values assumed here, this effect changes the width most, although a roughly ninefold increase of $D$ would make diffusion equally important. Channelling is the reason for choosing amorphous silicon in the example. The amorphous layer must then be deeper than the implant: $131$~nm covers three straggles of the Gaussian, and a skewed tail needs more.

\emph{The gate edge.} Tilted arsenic implants of this kind, called halo implants, are used in p-channel transistors to raise the n-type doping near the ends of the channel. A tilt of about $30^\circ$ and a dose of order $10^{13}$~cm$^{-2}$ are typical in rough terms. What such a device breaks is the lateral uniformity behind (\ref{N}). Let the gate cover $x>0$, let the beam travel towards it, and suppose that ions striking the gate stay in it. Entry points are then restricted to $x_0<0$. An ion found at $x$ has the displacement $x-x_0$, which must exceed $x$. By (\ref{Q}), displacements at depth $z$ are Gaussian about $R_p\sin\theta+KZ/\sigma_z^2$ with straggle $\tau$, so
\begin{equation}
N(x,z)=N(z)\,\Phi\!\left(\frac{R_p\sin\theta+KZ/\sigma_z^2-x}{\tau}\right),
\end{equation}
where $\Phi$ is the cumulative normal distribution. That ions striking the gate stay in it is a simplification. If the gate stops ions about as silicon does, many of those that enter its side less than about $R_p\cos\theta=61$~nm above the wafer pass through it and add to the concentration beneath. In this simplified model, at the mean depth, $Z=0$, the concentration has dropped to half of its open-area value at $x=70\sin30^\circ=35$~nm under the gate. The drop takes place over a distance set by $\tau=25\times18/23.45=19$~nm. The ions that cross the side of the gate change these numbers considerably. The side receives $F\sin\theta$ ions per unit area. If the gate is tall and stops ions as silicon does, and the same cloud is used for these ions, they add $F\sin\theta\int_0^\infty f(x,z+h)\,dh$, where $f$ is the density of part (e) and $h$ the height of entry. At $x=35$~nm and the mean depth the added term is $\sigma_z\tan\theta/(2\sigma_x)=0.34$ of the open-area value. The total there is then $0.84$ instead of $0.5$, and the half value moves to about $51$~nm. At a depth of 30~nm and the same $x$, the total is about $1.8$ times the open-area value at that depth. Beneath the gate, then, (\ref{N}) can be wrong by a large factor in either direction, depending on the position and on how the gate stops ions, whereas well inside an open area many straggles wide it applies with the corrections estimated above.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough: As near 100 keV, preamorphised Si)
Mean range along beam Rp = 70.0 nm
Longitudinal straggle sp = 25.0 nm
Transverse straggle st = 18.0 nm
Tilt = 30.0 degrees
Fluence normal to beam = 2.00e+13 cm^-2
RESULTS
Mean depth = 60.62 nm
Longitudinal part of depth variance = 468.75 nm^2
Transverse part of depth variance = 81.00 nm^2
Depth variance = 549.75 nm^2
Depth straggle = 23.45 nm
Incomplete guess sp cos(theta) = 21.65 nm
Lateral straggle in plane of incidence = 19.98 nm
Covariance of x and z = 130.34 nm^2
Dose per wafer area = 1.732e+13 cm^-2
Peak concentration = 2.947e+18 cm^-3
Peak concentration at zero tilt = 3.192e+18 cm^-3
Tilt  0 deg: mean depth 70.00 nm, depth straggle 25.00 nm
Tilt  7 deg: mean depth 69.48 nm, depth straggle 24.91 nm
Tilt 30 deg: mean depth 60.62 nm, depth straggle 23.45 nm
Tilt 45 deg: mean depth 49.50 nm, depth straggle 21.78 nm
Tilt 60 deg: mean depth 35.00 nm, depth straggle 19.98 nm
Correlated cloud, coefficient 0.3: depth variance = 432.84 nm^2
RANDOM FLIGHTS (lengths in mean free paths)
Normal incidence: variances 11.012 along, 5.103 across
Skewness along beam = 0.597
Correlation of s with u = 0.0025, with u^2 = 0.227
Tilt 50 deg: depth variance predicted 7.545, simulated 7.591
NEGLECTED EFFECTS (their inputs are rough assumptions)
Part of cloud above surface = 0.49 percent
Depth straggle of the part below surface = 23.01 nm
Assumed depth skewness = 0.4
Depth at 1e+17 cm^-3: Gaussian 121.6 nm, skewed 126.9 nm
Mean depth plus 3 straggles = 131.0 nm
Skewed/Gaussian density ratio there = 2.17
Beam spread 1.0 deg rms: straggle = 23.454 nm (without: 23.447 nm)
Anneal: D = 1e-14 cm^2/s, t = 10 s, 2Dt = 20.0 nm^2
Depth straggle after anneal = 23.87 nm
Factor on D that would double the variance = 27.5
Channelled 5 percent at 2 x mean depth: straggle = 26.91 nm
\end{verbatim}
